# Equilibrium ortho fraction of interstitial H2 at 77 K

## Problem

A hydrogen molecule sits in a void of silica glass, such as the gate dielectric of an oxide thin-film transistor, held at 77 K. Treat it as a free rotor: the void confines its centre of mass but exerts no torque on its axis. The molecule is ortho if its two proton spins combine to total spin \(I=1\), which has three states, and para if they combine to \(I=0\), which has one.

The rotational constant \(B\) is an energy, defined by the gap \(2B\) between the levels \(J=0\) and \(J=1\) in the vibrational ground state. For the isolated molecule a full configuration interaction calculation in the cc-pVTZ basis, followed by solution of the radial equation for the nuclei, gives \(B=7.324\) meV. This value is used throughout; the larger cc-pVQZ basis raises it to 7.341 meV, so its last two digits are not converged.

1. Estimate the equilibrium ortho fraction \(f\) at 77 K by comparing energy scales and counting states.
2. Find \(f\) at any temperature, and its high-temperature limit.
3. Compare the two, and find how strongly the cage may hinder the rotation before the answer changes appreciably.

"Equilibrium" includes equilibrium between the two spin species: the molecule has had time and means to convert.

## First estimate by scaling

The direct energies of the proton spins are negligible. In a field of 1 T the Zeeman splitting of one proton is \(1.76\times10^{-4}\) meV, while \(k_BT=6.635\) meV at 77 K. If spin energy were all that mattered, the four spin states would be equally populated and \(f\) would be \(3/4\). But exchange symmetry ties the spin state to the rotation, and rotation is not cheap.

Protons are fermions, so exchanging them must reverse the sign of the total state. Let \(\mathbf R\) be the vector from one proton to the other; exchange sends \(\mathbf R\to-\mathbf R\). The factors of the state respond as follows.

- **Electrons.** Equal charges at the same two points give the same electronic Hamiltonian after exchange. The spatial function of the two-electron ground state has no nodes and can be chosen positive for every \(\mathbf R\), so it is unchanged.
- **Vibration.** This factor depends on \(|\mathbf R|\) and is unchanged.
- **Rotation.** \(R^JY_{JM}\) is a homogeneous polynomial of degree \(J\) in the components of \(\mathbf R\), so it acquires the factor \((-1)^J\).
- **Spin.** The triplet is symmetric and the singlet antisymmetric.

The product must be odd. Ortho molecules therefore have odd \(J\), and para molecules have even \(J\).

The lowest para level, \(J=0\), is one state. The lowest ortho level, \(J=1\), has three orientations and three spin states, nine in all, at an energy \(2B=14.65\) meV higher. This gap is about 2.2 times \(k_BT\). With
\[
x=\frac{B}{k_BT}=\frac{7.324}{6.635}=1.104,
\]
the ratio of ortho to para population is roughly
\[
9e^{-2x}=0.990 .
\]
The ninefold count and the Boltzmann factor nearly cancel, so about half the molecules are ortho. In this two-level estimate
\[
f\approx\frac{9e^{-2x}}{1+9e^{-2x}}=\frac{9}{9+e^{2x}}=0.497 .
\]
The balance is perfect when \(9e^{-2x}=1\), that is, \(x=\ln 3\), at the temperature
\[
T_0=\frac{B}{k_B\ln3}=\frac{84.99\ \text{K}}{1.0986}=77.4\ \text{K}.
\]
That 77 K lies so close to \(T_0\) is a numerical coincidence between the temperature chosen and the inertia of H2.

## Exact solution of the free-rotor model

### The ortho fraction

A rigid free rotor has energies \(BJ(J+1)\), each with \(2J+1\) orientations. Define
\[
Z_{\rm e}=\sum_{J\ \rm even}(2J+1)e^{-xJ(J+1)},\qquad
Z_{\rm o}=\sum_{J\ \rm odd}(2J+1)e^{-xJ(J+1)} .
\]
Even levels carry one spin state and odd levels three. If the motion of the centre of mass is independent of the rotation, its partition function multiplies both species equally and cancels. Hence
\[
f=\frac{3Z_{\rm o}}{Z_{\rm e}+3Z_{\rm o}} .
\]

At 77 K the weights, including spin, are 1 for \(J=0\), 0.989739 for \(J=1\), 0.006650 for \(J=2\) and 0.000037 for \(J=3\). Higher levels do not affect the digits used here. Thus
\[
f=\frac{0.989739+0.000037}{1+0.989739+0.006650+0.000037}
=\frac{0.989776}{1.996426}=0.4958 .
\]

As an independent test, the angular Schrödinger equation was solved on a grid of polar angles. The exchange sign was read from each eigenfunction, and the spin states were counted from explicit spin matrices. The result is again 0.4958.

### Low temperature

When \(x\gg1\), the \(J=0\) state dominates the denominator and
\[
f\approx 9e^{-2x}.
\]
The ortho species then disappears exponentially. At 20 K the full sums give \(f=0.0018\).

### High temperature: where three quarters comes from

Let \(Z=Z_{\rm e}+Z_{\rm o}\) and \(D=Z_{\rm e}-Z_{\rm o}\). Then \(Z_{\rm o}=(Z-D)/2\) and \(Z_{\rm e}=(Z+D)/2\), so
\[
Z_{\rm e}+3Z_{\rm o}=\frac{Z+D+3Z-3D}{2}=2Z-D,
\qquad
f=\frac{3(Z-D)}{2(2Z-D)} .
\]
Subtracting from \(3/4\) gives
\[
\frac34-f=\frac{3(2Z-D)-6(Z-D)}{4(2Z-D)}=\frac{3D}{4(2Z-D)} .
\]
The departure from \(3/4\) is thus governed by \(D\), the alternating sum
\[
D=\sum_{J=0}^{\infty}(-1)^J(2J+1)e^{-xJ(J+1)} .
\]

To evaluate it at small \(x\), put \(u=J+\tfrac12\), so that \(J(J+1)=u^2-\tfrac14\) and \(2J+1=2u\). Replacing \(J\) by \(-J-1\) reverses the signs of both \(u\) and \((-1)^J\), leaving each term unchanged. The sum over \(J\ge0\) is therefore half the sum over all integers:
\[
D=e^{x/4}\sum_{J=-\infty}^{\infty}(-1)^J u\,e^{-xu^2}.
\]
Write \((-1)^J=e^{i\pi(u-1/2)}\) and apply Poisson's formula, \(\sum_Jg(J)=\sum_k\int g(t)e^{2\pi ikt}dt\), with \(t=u-\tfrac12\). With \(q_k=(2k+1)\pi\),
\[
D=e^{x/4}\sum_{k=-\infty}^{\infty}e^{-iq_k/2}\int_{-\infty}^{\infty}u\,e^{-xu^2+iq_ku}\,du .
\]
Differentiating the Gaussian integral \(\int e^{-xu^2+iqu}du=\sqrt{\pi/x}\,e^{-q^2/4x}\) with respect to \(q\), and multiplying by \(-i\), gives
\[
\int_{-\infty}^{\infty}u\,e^{-xu^2+iqu}\,du=\frac{iq}{2x}\sqrt{\frac{\pi}{x}}\,e^{-q^2/4x}.
\]
Since \(e^{-iq_k/2}=-i(-1)^k\), the term \(k\) is \((-1)^k(q_k/2x)\sqrt{\pi/x}\,e^{-q_k^2/4x}\). The terms \(k=0\) and \(k=-1\) are equal and together give
\[
D\approx e^{x/4}\left(\frac{\pi}{x}\right)^{3/2}e^{-\pi^2/4x}.
\]
The next pair is smaller in magnitude by the factor \(3e^{-2\pi^2/x}\), about \(5\times10^{-8}\) at 77 K, so this form is accurate even there.

As \(x\to0\) the exponential overcomes the power and \(D\to0\), while \(Z\ge1\). Therefore \(f\to3/4\). Physically, many rotational levels are then occupied, the even and odd sums become equal, and the spin count is all that remains.

At 300 K, \(Z=3.88314\) and \(D=0.00654\), so
\[
\frac34-f=\frac{3(0.00654)}{4(7.76628-0.00654)}=0.0006,
\]
and \(f=0.7494\). At 77 K, \(Z=1.33658\) and \(D=0.67672\): the alternating sum is half the total, and the same expression gives a deficit of 0.254.

## Comparison

### Estimate against full sums

The two-level estimate is 0.4974 and the full result 0.4958, a difference of 0.3 % relative to the latter. The source is the para level \(J=2\). Its weight \(w_2=0.00665\) lowers the ortho-to-para ratio by nearly that fraction. Since \(df=f(1-f)\,d\ln[f/(1-f)]\), the change is
\[
\delta f\approx-f(1-f)w_2\approx-\frac{0.00665}{4}=-0.0017,
\]
as found to within rounding. The temperature at which \(f=1/2\) correspondingly moves from 77.4 K to 77.6 K.

The fraction varies quickly in this range: the full sums give 0.231 at 50 K and 0.615 at 100 K. From the two-level ratio \(f/(1-f)=9e^{-2x}\), with \(dx/dT=-x/T\),
\[
\frac{df}{dT}\approx\frac{2x f(1-f)}{T}\approx\frac{2(1.104)(0.25)}{77\ \text{K}}=0.007\ \text{K}^{-1}.
\]
"About one half" is therefore a statement about temperatures near 77 K, not about cold hydrogen in general.

### A cage that hinders rotation

Let the cage add the axial potential
\[
V(\theta)=aP_2(\cos\theta)=\frac a2(3\cos^2\theta-1),
\]
where \(\theta\) is the angle between the molecule and the cage axis. Since \(P_2\) runs from \(-1/2\) to 1, the barrier is \(3|a|/2\). Negative \(a\) favours the axis, positive \(a\) the plane perpendicular to it. Exchange changes \(\cos\theta\) to \(-\cos\theta\) and leaves \(V\) unaltered, so even and odd \(J\) do not mix.

For small \(|a|/B\), find the shifts to second order, keeping \(J=0\) and \(J=1\) as the populated levels. Let \(c=\cos\theta\), and let a bar denote the average over the sphere. Then \(\overline{c^2}=1/3\) and \(\overline{c^4}=1/5\), so
\[
\overline{P_2}=0,\qquad
\overline{c^2P_2}=\frac12\left(\frac35-\frac13\right)=\frac2{15},\qquad
\overline{P_2^2}=\frac14\left(\frac95-2+1\right)=\frac15 .
\]

**Level \(J=0\).** The first-order shift vanishes. Because \(P_2\) is itself a \(J=2\) function, the potential couples this state to \(J=2\) alone, at a distance \(6B\), with squared matrix element \(a^2/5\). The shift is \(-a^2/(30B)\).

**Level \(J=1\), first order.** The normalized densities relative to a uniform one are \(3c^2\) for \(M=0\) and \(\tfrac32(1-c^2)\) for \(M=\pm1\). The shifts are therefore \(2a/5\) and \(-a/5\) (twice). Their mean is zero and their mean square is
\[
\frac{a^2}{3}\left(\frac4{25}+\frac1{25}+\frac1{25}\right)=\frac{2a^2}{25}.
\]

**Level \(J=1\), second order.** The three densities add to 3, so the squared matrix elements from this level to all levels sum to \(3a^2/5\). Of this, \(6a^2/25\) lies within \(J=1\). The remaining \(9a^2/25\) leads to \(J=3\), because \(P_2\) times a \(J=1\) function is an odd polynomial of degree three. That level is \(12B-2B=10B\) higher, so the mean shift per state is
\[
-\frac13\,\frac{9a^2}{25}\,\frac1{10B}=-\frac{3a^2}{250B}.
\]

Now average \(e^{-\varepsilon/k_BT}\approx1-\varepsilon/k_BT+\varepsilon^2/2(k_BT)^2\) over the three shifts \(\varepsilon\) of \(J=1\). The logarithm of the ortho weight rises by \((a/B)^2(3x/250+x^2/25)\), and that of the para weight by \((a/B)^2x/30\). Subtracting,
\[
\delta\ln\frac{f}{1-f}=\left(\frac aB\right)^2\left(\frac{x^2}{25}-\frac{8x}{375}\right).
\]
At 77 K the last bracket is 0.0252. For \(|a|/B=0.1\) the formula gives \(2.5185\times10^{-4}\); the numerical solution, averaged over both signs of \(a\), gives \(2.5187\times10^{-4}\). The formula holds only while \(J=2\) is nearly empty, up to about 100 K: at 150 K the bracket is 0.00075 against a true coefficient of 0.0020, and at 200 K it is negative while the true coefficient is still positive.

There is no term linear in \(a\), because the first-order shifts of \(J=1\) average to zero. The quadratic term is small as well: at 77 K the lowering of \(J=0\), which favours para, offsets more than half of the gain in ortho weight. For a barrier of 5 meV, \(|a|=3.33\) meV and \((a/B)^2=0.207\), so
\[
\delta f\approx\frac14(0.207)(0.0252)=0.0013 .
\]
For stronger hindering the angular equation must be solved numerically:

| Barrier (meV) | \(f\), axis favoured | \(f\), plane favoured |
|---:|---:|---:|
| 5 | 0.497 | 0.497 |
| 10 | 0.501 | 0.500 |
| 20 | 0.519 | 0.512 |
| 40 | 0.579 | 0.540 |

In this axial cage the free-rotor answer thus survives barriers somewhat larger than \(k_BT\), but not arbitrarily large ones. In a strongly aligning cage the axis lies near \(\theta=0\) or \(\theta=\pi\), and exchange carries one well into the other. The even and odd combinations of the two wells differ in energy by a small tunnelling splitting. Once this is far below \(k_BT\), para and ortho cost the same energy and the spin ratio returns. For an aligning barrier of 330 meV the calculation gives \(f=0.7496\) at 77 K. A cage that favours the plane does not lead there: the molecule still rotates freely within the plane, the ortho–para gap stays near \(B\) (8.05 meV for a barrier of 330 meV), and \(f\) is 0.637.

### The real oxide

The barriers above are model values. The barrier in a void of silica glass has not been computed here, and a tight site may hinder more than a roomy one. A glass contains many kinds of void, so a measured fraction would be an average over them. If the cage changes \(B\) by 2 %, with temperature fixed, \(f\) becomes 0.507 for a lower \(B\) and 0.485 for a higher one. Centrifugal stretching changes \(f\) by only \(-3\times10^{-5}\), and vibrational excitation is negligible because its quantum, about 0.52 eV, is nearly eighty times \(k_BT\) at 77 K. The computed \(B\) carries the error of a finite basis set: going from cc-pVTZ to cc-pVQZ raises it by 0.24 %, which lowers \(f\) at 77 K from 0.4958 to 0.4945 and moves the half-ortho temperature from 77.6 K to 77.8 K. It also omits corrections to the Born–Oppenheimer approximation and the influence of the oxide. By the 2 % figures above, an error of only 0.2 % in \(B\) shifts \(f\) by about 0.001, so the third and fourth decimals of \(f\) belong to the model rather than to a real molecule. Coupling between rotation and the motion of the centre of mass has not been computed either.

The assumption that can matter most is spin equilibrium. A uniform magnetic field couples to \(\mathbf I_1+\mathbf I_2\), which commutes with the square of the total spin, so it cannot convert ortho into para. Conversion needs an interaction that distinguishes the two protons, such as the non-uniform field of a nearby paramagnetic defect. Its rate in a given film is outside this model. A sample equilibrated at 300 K and cooled without any conversion keeps \(f=0.749\) at 77 K; with complete conversion in a weakly hindering cage it reaches about 0.50. An ortho fraction near three quarters at 77 K is therefore compatible with free rotation, but not with free rotation in full equilibrium. For a transistor at room temperature the distinction disappears, since the equilibrium value is then itself 0.749.

The remaining values are in the numerical output.

## Calculated quantities

```
H2 curve: full CI, cc-pVTZ, isolated molecule
bond length at minimum = 0.07426 nm
rotational constant B = 7.3239 meV
B from mean inverse square length = 7.3351 meV
J=0 to J=1 gap 2B = 14.648 meV
B/kB = 84.99 K
kB*T at 77 K = 6.6353 meV
x = B/(kB*T) at 77 K = 1.1038
weight with spin factor, J=0: 1.000000
weight with spin factor, J=1: 0.989739
weight with spin factor, J=2: 0.006650
weight with spin factor, J=3: 0.000037
ortho fraction at 77 K, formula = 0.4958
ortho fraction at 77 K, angular grid = 0.4958
ortho fraction at 77 K, J=0 and 1 only = 0.4974
equilibrium ortho fraction at 20 K = 0.0018
equilibrium ortho fraction at 50 K = 0.2310
equilibrium ortho fraction at 100 K = 0.6149
equilibrium ortho fraction at 150 K = 0.7146
equilibrium ortho fraction at 200 K = 0.7406
equilibrium ortho fraction at 300 K = 0.7494
half-ortho temperature, full sums = 77.61 K
half-ortho temperature, B/(kB ln 3) = 77.36 K
J=2 and J=3 weights at B/(kB ln 3) = 0.00686, 3.95e-05
Z and D at 77 K = 1.33658, 0.67672
Z and D at 300 K = 3.88314, 0.00654
Cage hindering at 77 K (axis preferred, plane preferred):
ortho fraction, barrier 5 meV = 0.4971, 0.4970
ortho fraction, barrier 10 meV = 0.5014, 0.5004
ortho fraction, barrier 20 meV = 0.5190, 0.5115
ortho fraction, barrier 40 meV = 0.5790, 0.5398
log-ratio shift at |a|/B=0.1: grid = 2.5187e-04
log-ratio shift at |a|/B=0.1: formula = 2.5185e-04
strong aligning cage, barrier = 330 meV
ortho fraction in that cage at 77 K = 0.7496
ortho fraction, B lowered 2 % = 0.5066
ortho fraction, B raised 2 % = 0.4849
change by centrifugal stretching = -3.3e-05
vibrational quantum = 516.6 meV
its Boltzmann factor at 77 K = 1.5e-34
one-proton Zeeman splitting at 1 T = 1.76e-04 meV
```
